# Bit-line capacitance for the largest read signal of a ferroelectric cell

A ferroelectric capacitor that can switch 40 fC is read at 2.5 V onto a floating bit line. On a 100 fF line its two stored states end 0.39 V apart, and on a 28.4 fF line 1.29 V apart. A smaller line dilutes the charge less, yet on a 10 fF line the difference falls back to 0.98 V. The explanation is that the bit line does two things. It divides the switched charge, and its rising voltage takes drive away from the cell and can stop the switching before it is complete.

## Model and assumptions

The cell joins a plate line, at voltage $V_p$, to a bit line of capacitance $B$ and voltage $v$. The access transistor is a series resistance $R$. This holds only if its gate is driven more than a threshold voltage above the highest bit-line voltage. Otherwise the transistor cuts off, the line is clamped at gate voltage minus threshold, and the results below do not apply. In the worked example the line must be free to reach 1.50 V; a clamp at 1.30 V would cut the signal on the 28.4 fF line to about $1.30-0.214=1.09$ V. The voltage across the cell is $u$, positive from plate to bit line.

The cell is a square hysteresis loop in parallel with a linear capacitance $C>0$. Its polarization reverses at $u=V_c$ when driven upward and at $u=-V_c$ when driven downward. Complete reversal passes a charge $Q>0$, which is twice the remanent charge. Let $q$ be the charge switched since the start of the read, so $0\le q\le Q$ for the state that can switch. The other state is already aligned with the drive and has $q=0$ throughout.

The assumptions are these.

1. At the start $u=v=q=0$, and the bit line is floating.
2. The plate rises without reversal from 0 to $V>V_c>0$ and is held there. The bit line is sensed after currents have died out.
3. $B$ and $C$ are constant, and leakage is absent.
4. While $q<Q$ and $u>-V_c$, switching obeys $\dot q=g(u)$, where $g$ is continuous, zero for $u\le V_c$ and positive for $u>V_c$. Once $q=Q$, $\dot q=0$.

I write $S=B+C$, and $D$ for the final bit-line voltage of the switching state minus that of the non-switching state.

## Theorem

At fixed $Q$, $C$, $V$ and $V_c$, the difference $D$ has a single maximum as a function of $B$. It lies at

$$B^*=\frac{Q+CV_c}{V-V_c},\qquad D^*=\frac{Q(V-V_c)}{Q+CV}.$$

## Lemma 1: charge balance

**At rest with the plate at $V$, $v=(CV+q)/S$ and $Su+q=BV$.**

*Proof.* The current $i$ through the cell is $C\dot u+\dot q$. The same current charges the line, so $i=B\dot v$. Integrating from the initial state gives

$$Bv=Cu+q.$$

At rest there is no drop across $R$, so $u=V-v$. Inserting this gives $Bv=CV-Cv+q$, hence $(B+C)v=CV+q$, the first claim. Inserting $v=V-u$ instead gives $BV-Bu=Cu+q$, hence $BV=(B+C)u+q$, the second. ∎

For the non-switching state $q=0$ and $v_0=CV/S$. For the other state $v_1=(CV+q)/S$. The linear charge cancels in the difference:

$$D=v_1-v_0=\frac{q}{S}.$$

The capacitance $C$ still matters, because it adds to $S$ and because it influences how much charge $q$ can switch.

## Lemma 2: how much charge switches

**The final switched charge is**

$$q=\min\{Q,\ \max[0,\ BV-SV_c]\},$$

**whatever the resistance $R$ and the rate law $g$.**

*Proof.* A partly switched loop could in principle rest at any voltage between $-V_c$ and $V_c$. It must be shown that this read does not leave it below $V_c$.

First, the current never becomes negative. The drop across the resistance is $w=Ri=V_p-u-v$. With $\dot u=(i-\dot q)/C$ and $\dot v=i/B$,

$$\dot w=\dot V_p+\frac{\dot q}{C}-i\left(\frac1C+\frac1B\right).$$

The first two terms are not negative. If $w$ were negative, then $i<0$ and $\dot w>0$, so $w$ would be rising. It starts at zero and therefore cannot become negative. A sudden plate step is the limit of steep ramps, and $R=0$ is the limit of small resistances.

Secondly, while $u<V_c$ there is no switching, so $\dot u=i/C\ge0$. The cell voltage cannot fall while it is below $V_c$. Once it has reached $V_c$ it therefore stays at or above $V_c$.

Now take the final state.

- If $BV\le SV_c$, no charge switches. Had some switched, $u$ would have passed $V_c$ and would end at $u\ge V_c$ with $q>0$. Then $Su+q>SV_c\ge BV$, against Lemma 1.
- If $BV>SV_c$, the state $q=0$ would have $u=BV/S>V_c$ and would still be switching. Some charge therefore switches, and $u\ge V_c$ at the end. Rest requires either $u=V_c$, which gives $q=BV-SV_c\le Q$, or $q=Q$, which gives $Su=BV-Q\ge SV_c$. The first applies when $BV-SV_c\le Q$ and the second when $BV-SV_c\ge Q$; at equality they are the same state.

These cases are the stated formula. ∎

## Proof of the theorem

Since $S=B+C$,

$$BV-SV_c=B(V-V_c)-CV_c.$$

The charge that the circuit allows to switch grows linearly with $B$. It is zero at $B_0=CV_c/(V-V_c)$ and reaches $Q$ when

$$B(V-V_c)=Q+CV_c,$$

which is $B=B^*$. There are three ranges.

**No switching, $B\le B_0$.** Here $D=0$.

**Partial switching, $B_0\le B\le B^*$.** The cell is pinned at $V_c$, so $v_1=V-V_c$, and

$$D=V-V_c-\frac{CV}{B+C}.$$

The derivative is $dD/dB=CV/S^2>0$.

**Complete switching, $B\ge B^*$.** Here $D=Q/(B+C)$, with derivative $-Q/S^2<0$.

Thus $D$ is zero, then strictly rising, then strictly falling, and it is continuous because $q$ is. Its single maximum is at $B^*$. The total capacitance there is

$$S^*=B^*+C=\frac{Q+CV_c+CV-CV_c}{V-V_c}=\frac{Q+CV}{V-V_c},$$

and $D^*=Q/S^*$ is the value claimed. ∎

The maximum is a corner. Its slopes are $CV/S^{*2}$ on the low side and $-Q/S^{*2}$ on the high side, in the ratio $CV:Q$ apart from sign. When $CV<Q$, a line that is slightly too small costs less signal than one that is too large by the same amount.

## Limits

**No linear capacitance.** For $C=0$ the partial-switching range has $D=V-V_c$, independent of $B$. The maximum becomes a plateau over $0<B\le Q/(V-V_c)$. In this model it is the linear capacitance that singles out one best line: in the partial-switching range a smaller line has a higher $v_0$, while $v_1$ stays pinned at $V-V_c$.

**Weak and strong drive.** As $V\to V_c$ from above, $B^*\to\infty$ and $D^*\to0$: hardly any bit-line rise is allowed before switching stops. As $V\to\infty$ at fixed $Q$, $C$ and $V_c$, $B^*\to0$ and $D^*\to Q/C$. On the best line the non-switching film carries $B^*V/S^*=V(Q+CV_c)/(Q+CV)$, which rises towards $V_c+Q/C$. For the example below that is 16 V across 10 nm, so a rough breakdown field of 4 MV/cm is reached first, near $V=5$ V. For films of much higher permittivity this limiting field is far lower, and the comparison must be made afresh.

## Worked example

The film is 10 nm thick with an area of 0.10 µm². The material values are rough ones for hafnium-zirconium oxide: remanent polarization 20 µC/cm², coercive field 1 MV/cm, relative permittivity 30. They give $V_c=1.00$ V, $Q=40.0$ fC and $C=2.656$ fF. The drive is $V=2.50$ V. Then

$$B^*=\frac{40.0+2.656\times1.00}{2.50-1.00}=28.4\ \text{fF},$$

$$D^*=\frac{40.0\times1.50}{40.0+2.656\times2.50}=1.29\ \text{V}.$$

At this line the states end at $v_0=0.214$ V and $v_1=1.50$ V.

The 10 fF line of the opening lies in the partial range. The charge switched is $10\times1.50-2.656=12.344$ fC, less than a third of $Q$, and $D=12.344/12.656=0.975$ V. On the 100 fF line all 40 fC switch, but they are spread over 102.7 fF, which gives 0.39 V. The slopes at the corner are about 7 mV/fF below and $-41$ mV/fF above.

The three-range law was tested against a capacitor made of 20,000 equal domains. They flip one at a time as long as the cell voltage left by charge balance exceeds $V_c$. The line ran from 0.5 to 120 fF in steps of 0.05 fF, for this cell and for two others with $(Q,C,V,V_c)=(10,8,3,1.2)$ and $(60,5,1.8,0.6)$ in fC, fF, V and V. The largest difference in $D$ was 0.40 mV, and the peak lay within 0.04 fF of $B^*$.

Lemma 2 was tested by integrating the circuit in time with $R=5$ kΩ and $g=(u-V_c)/(5\ \text{k}\Omega)$, on lines of 15, 28.4 and 50 fF. After 4 ns the signals agreed with the theorem within 0.002 mV.

## Corollary: the best cell area for a given line

A designer may have to accept the line and choose the cell. Let $Q=\kappa A$ and $C=cA$, where $A$ is the cell area, and hold $B$, $V$, $V_c$ and the film thickness fixed. **The signal is largest at**

$$A^*=\frac{B(V-V_c)}{\kappa+cV_c}.$$

*Proof.* Switching is complete when $\kappa A+cAV_c\le B(V-V_c)$, that is, for $A\le A^*$. There

$$D=\frac{\kappa A}{B+cA},\qquad \frac{dD}{dA}=\frac{\kappa B}{(B+cA)^2}>0.$$

For larger areas, until switching ceases altogether,

$$D=V-V_c-\frac{cAV}{B+cA},\qquad \frac{dD}{dA}=-\frac{cVB}{(B+cA)^2}<0.$$

Beyond that $D=0$. The maximum is at $A^*$. ∎

This is the corner condition of the theorem solved for area. Since $D^*$ depends on $Q$ and $C$ through their ratio, the peak signal is the same for every line. For 100 fF the best area is $0.10\times100/28.4=0.352$ µm². It restores the signal from 0.39 V to 1.29 V, at the price of a cell 3.5 times as large.

## Second case: the plate is returned before sensing

Suppose the plate goes back to 0 V after the read pulse, with the line still floating, and sensing follows. **The signal is then $\min(D,V_c)$.**

*Proof.* At rest $u=-v$, so charge balance gives $Bv=-Cv+q$, or $v=q/S$. The non-switching state returns to $v=0$. If $q/S\le V_c$, the cell voltage does not pass $-V_c$, no charge switches back, and the signal is $D$ as before. If $q/S>V_c$, the cell is driven beyond $-V_c$. Polarization switches back and lowers $v$ until $v=V_c$, where it stops. ∎

The theorem therefore carries over unchanged if $D^*\le V_c$. In the example $D^*=1.29$ V exceeds $V_c=1.00$ V, and the peak is cut off at 1.00 V. The edges of the flat top follow from setting each branch equal to $V_c$. The rising branch gives $S=CV/(V-2V_c)=13.3$ fF, and the falling branch gives $S=Q/V_c=40.0$ fF. Subtracting $C$, the top extends from 10.6 to 37.3 fF. Here, as whenever $D^*>V_c$, this way of sensing no longer singles out $B^*$.

## Third case: a spread of coercive voltages

Real loops are not square. Let a fraction $F(u)$ of the domains have coercive voltages below $u$, with $F$ continuous and $F(0)$ negligible. Let the plate rise slowly compared with switching. The slow ramp is now an assumption that matters: a fast step first puts a higher voltage on the cell and can flip domains that the slow ramp leaves alone.

During the slow ramp $Su+QF(u)=BV_p$, so $u$ rises steadily and $q=QF(u)$. At the end $V_p=V$. Writing $B=S-C$,

$$Su+QF=SV-CV\quad\Rightarrow\quad S=\frac{CV+QF(u)}{V-u},$$

$$D=\frac{QF}{S}=\frac{(V-u)\,QF(u)}{CV+QF(u)}.$$

For $0\le u<V$ the numerator of $S$ does not fall with $u$ and its denominator shrinks, so $S$ increases with $u$. Maximizing $D$ over the final cell voltage is therefore the same as maximizing it over the line.

**The square-loop result is recovered for a narrow spread.** Suppose all coercive voltages lie within $\delta$ of $V_c$. Then $F$ lies between the step functions of two square loops with coercive voltages $V_c-\delta$ and $V_c+\delta$, and the final $u$ lies between theirs. By Lemmas 1 and 2, the final $u$ of a square loop is its coercive voltage, limited to the interval from $(BV-Q)/S$ to $BV/S$. It changes by no more than the coercive voltage does. So $u$ differs from the square-loop value by at most $\delta$. Since $D=v_1-v_0=V-u-CV/S$, the signal at each $B$ also differs by at most $\delta$. As $\delta\to0$ the maximum must move to the single peak at $B^*$.

For a Gaussian spread with a standard deviation of 0.20 V, a chosen value, the maximum of the example moves from 28.4 to 18.6 fF and drops from 1.29 to 1.14 V. With 0.05 V it lies at 26.5 fF and 1.21 V. Both shifts are towards smaller lines. That direction is not a general rule: for the cell $(Q,C,V,V_c)=(10,8,3,1.2)$ of the earlier test, a 0.20 V spread moves the best line up, from 10.9 to 13.6 fF. In the worked example the position moves by 35% of $B^*$, yet the loss from ignoring the shift is small: with the 0.20 V spread, a line of 28.4 fF still gives 1.08 V, about 4% below the new maximum.

## Remark: time needed near the corner

Lemma 2 concerns the final state, not the time needed to reach it. That time depends on the rate law. Take $R$ negligible and $g=(u-V_c)/\rho$ after a plate step. Differentiating $Su+q=BV$ gives $S\dot u=-\dot q$, so

$$\frac{d}{dt}(u-V_c)=-\frac{u-V_c}{\rho S}.$$

For $B_0<B\le B^*$ the excess voltage decays exponentially with time constant $\rho S$, and switching is not finished at any finite time. For $B>B^*$ a positive excess remains when $q$ reaches $Q$, and switching ends in finite time. For this rate law, a line somewhat above $B^*$ exchanges signal for a definite end of the read.

## The model beside a real cell

The film thickness, polarization, coercive field and permittivity are in the usual range for hafnium-zirconium oxide, but they vary with composition, processing and cycling. The assumption broken most plainly is the square loop. Of the changes sized here, the 0.20 V spread moves the best line most, by about 10 fF for a slow plate ramp. After a fast plate step, both the best line and its signal depend on how the domains switch in time, so the slow-ramp values do not apply to it.

The coercive voltage must be the one that applies at the speed of the read, since faster switching needs a higher voltage. From the formula for $B^*$,

$$\frac{dB^*}{dV_c}=\frac{C(V-V_c)+Q+CV_c}{(V-V_c)^2}=\frac{S^*}{V-V_c},$$

which is $31.1/1.50=21$ fF per volt here. With a chosen rise of 0.1 V per decade, a read 1000 times faster than the loop measurement has $V_c=1.30$ V. Its best line is 36.2 fF, with 1.03 V. If the line is kept at 28.4 fF, switching is partial and the signal is $2.50-1.30-0.214=0.99$ V. These figures keep the loop square at the shifted $V_c$. Real switching has no sharp threshold, which rounds the peak and makes its position depend on the rate law. For $\dot q=(Q-q)/\tau(u)$ with $\tau=50$ µs at 1 V, falling tenfold per 0.1 V, the best line moves from about 23 fF for a 50 µs read to about 28 fF, with 1.06 V, for a 50 ns read.

In a hot cell whose $Q$ and $V_c$ are both taken 10% lower, the best line is 24.0 fF and the peak rises to 1.35 V, because $V-V_c$ has grown. That gain requires a new line. On the old one switching is complete and the signal falls to $36.0/31.1=1.16$ V. A permittivity 20% lower moves $B^*$ only to 28.1 fF.

Leakage and thermal noise are small for these numbers. A chosen leakage of $10^{-3}$ A/cm² for 50 ns carries about $10^{-6}$ of $Q$. Thermal noise on the total capacitance, $\sqrt{k_BT/S^*}$, is about 0.4 mV at 300 K; amplifier offset is not included. On the best line, the film in the non-switching state carries 2.29 MV/cm for as long as the plate is held at $V$, which is 0.57 of a rough breakdown field of 4 MV/cm. With this line kept, the rough breakdown field would be reached at a drive of about 4.4 V. This estimate does not settle endurance under repeated reads.

The remaining values are in the numerical output below.

## Numbers as computed

```
film thickness 10.0 nm, area 0.10 um2
remanent polarization (rough) 20.0 uC/cm2
coercive field (rough) 1.00 MV/cm
relative permittivity (rough) 30.0
drive V = 2.50 V, coercive Vc = 1.00 V
switched charge Q = 40.00 fC
linear capacitance C = 2.656 fF
switching starts above B = 1.771 fF
best bit line B* = 28.44 fF
total S* = B* + C = 31.09 fF
largest signal D* = 1.2864 V
at B*: v0 = 0.2136 V, v1 = 1.5000 V
signal at B = 10 fF: 0.9753 V
signal at B = 20 fF: 1.2069 V
signal at B = 60 fF: 0.6384 V
signal at B = 100 fF: 0.3896 V
slope below B* (simulated) 6.88 mV/fF
slope above B* (simulated) -41.31 mV/fF
best area for 100 fF line: 0.352 um2
plate returned, at B*: signal 1.0000 V
returned-plate flat top from 10.63 to 37.34 fF
curve test, largest error 0.400 mV
peak position test, largest error 0.038 fF
circuit dynamics test, largest error 0.0015 mV
Vc spread 0.20 V: peak at 18.58 fF, 1.1352 V
  same spread, signal at B*: 1.0848 V
Vc spread 0.05 V: peak at 26.53 fF, 1.2125 V
1000x faster read (chosen 0.1 V/decade): Vc = 1.30 V
  B* = 36.21 fF, D* = 1.0291 V
hot cell (chosen: Q and Vc 10 percent lower):
  B* = 23.99 fF, D* = 1.3508 V
C 20 percent lower (chosen): B* = 28.08 fF
leakage (chosen) 1e-03 A/cm2 for 50 ns
  leaked charge / Q = 1.3e-06
thermal noise at 300 K on S*: 0.365 mV
field just after a fast step 2.29 MV/cm
  fraction of rough 4 MV/cm breakdown: 0.57
```
